Scattering of a Two-Dimensional Electron Gas by Charged Dislocation Lines

**1. A case that can be seen through: strong screening**

Electrons of charge −e and mass m move in the plane z = 0 with areal density n. Straight lines of trapped electrons pierce the plane at right angles. A line has sites a distance c apart, a fraction f of them filled, so its charge per length is −λ with λ = fe/c > 0. The lines have areal density N and random positions, and the medium has permittivity ε. Write U for the potential energy of an electron; it is positive, since line and electron repel. In-plane Fourier transforms are U(q) = ∫d²r exp(−iq·r) U(r).

First take one trapped electron at height z₀. Away from z₀ Poisson's equation reads U'' − q²U = 0, so U falls as exp(−q|z−z₀|). The source makes the slope jump by −e²/ε, and the exponential has slope jump −2q times its amplitude. Hence

U = (e²/2εq) exp(−q|z−z₀|).

Summing over a long line, with f/c charges per length and ∫dz₀ exp(−q|z−z₀|) = 2/q, gives the bare energy

U_bare(q) = A/q², A = eλ/ε = e²f/(εc).

It does not depend on z.

Now let the sheet screen so well that its own response nearly cancels U_bare. A slowly varying energy U changes the local electron density by −DU, where D = m/(πħ²) is the density of states with two spins. This sheet charge contributes −(e²/2εq)DU. Near-perfect cancellation requires (e²/2εq)DU = e²f/(εcq²), so

U(q) = 2f/(cDq) = 2πħ²f/(mcq).

Charge and permittivity have dropped out.

For the rate, put the electrons in area S. The matrix element for k → k' is (1/S)Σⱼ U(q)exp(−iq·Rⱼ), with q = k'−k. Random positions Rⱼ make the cross terms average to zero for q ≠ 0, leaving N|U(q)|²/S. A current-carrying distribution has a part g cos φ, with φ the direction of k. Elastic collisions change it at the rate −∑W(g cos φ − g cos φ'). With φ' = φ + θ the sin θ part cancels, because W is even in θ, and −g cos φ ∑W(1−cos θ) remains. The golden rule then gives

1/τ = (2π/ħ) N ∫d²k'/(2π)² |U(q)|² (1−cos θ) δ(E'−E).

With d²k' = (m/ħ²)dE'dθ and the symmetry in θ,

1/τ = [Nm/(πħ³)] ∫₀^π dθ |U(q)|² (1−cos θ).

At zero temperature k = k_F = √(2πn). Elastic geometry gives q = 2k_F sin(θ/2), hence 1−cos θ = q²/(2k_F²). In the present case the integrand is the constant (2πħ²f/mc)²/(2k_F²): the weight cancels the forward peak. Therefore

1/τ = 2π²ħNf²/(mc²k_F²) = πħNf²/(mc²n),

and the mobility μ = eτ/m is

μ = ec²n/(πħNf²) (strong screening).

The mass has dropped out as well. What remains is to replace the assumed cancellation by the actual response.

**2. The response of the sheet**

Assume a parabolic band with one valley and one occupied subband, a sheet thin compared with 1/q, a uniform dielectric, and electrons that respond independently to the total potential (mean field, linear order). First-order perturbation theory gives δn(q) = −Π(q)U(q) with

Π(q) = 2∫d²k/(2π)² (f_k − f_{k+q})/(E_{k+q} − E_k),

where f_k is the Fermi occupation. In the second term substitute k → −k−q; it becomes equal to the first. With E_{k+q} − E_k = ħ²q(q + 2k cos θ)/(2m),

Π = [2m/(π²ħ²q)] ∫₀^{k_F} k dk P∫₀^{2π} dθ/(q + 2k cos θ),

where P is the principal value. Put t = tan(θ/2). The angular integral becomes

P∫₋∞^∞ 2dt/[(q+2k) + (q−2k)t²].

For q > 2k it equals 2π/√(q²−4k²). For q < 2k write a = 2k+q and b = 2k−q. The antiderivative is (1/√(ab)) ln|(√a+√b t)/(√a−√b t)|, which vanishes at both infinities and whose singular parts cancel across each pole, so the integral is zero. Only k < q/2 contributes. For q ≤ 2k_F this range lies wholly inside the Fermi disc:

Π = [4m/(πħ²q)] ∫₀^{q/2} k dk/√(q²−4k²) = [4m/(πħ²q)](q/4) = m/(πħ²) = D.

Elastic scattering at the Fermi level has q ≤ 2k_F, so at zero temperature the constant D serves for every transition needed.

**3. The screened line**

Poisson's equation with the line and the induced sheet charge is

U'' − q²U = −A + (e²D/ε) U(0) δ(z).

Define q_TF = e²D/(2ε) = me²/(2πεħ²), so the last coefficient is 2q_TF. The solution is A/q² + B exp(−q|z|). Matching the slope jump, −2qB = 2q_TF U(0), gives B = −(q_TF/q)U(0). Setting z = 0,

U(0) = A/q² − (q_TF/q)U(0), so U(q) = A/[q(q + q_TF)].

For q ≪ q_TF this is the strong-screening form of part 1, since A/q_TF = 2πħ²f/(mc).

In real space a tail survives. To find the shape, keep the constant D at all q. Above 2k_F the true response is weaker, so the U(r) found here is approximate at short range; the leading tail comes from q → 0 and is unaffected. Write 1/(q+q_TF) = ∫₀^∞ dt exp[−(q+q_TF)t]. From part 1, exp(−qt)/(2q) is the transform of 1/(4π√(r²+t²)), so

U(r) = (A/2π) ∫₀^∞ dt exp(−q_TF t)/√(r²+t²).

At large r the root tends to r, and

U(r) → A/(2πq_TF r) = ħ²f/(mcr).

A thin sheet does not confine the potential of a line that pierces it to a finite range.

**4. The rate**

Insert U(q) in the golden-rule integral and put u = sin(θ/2), so that q = 2k_F u, 1−cos θ = 2u² and dθ = 2du/√(1−u²). With s = q_TF/(2k_F),

|U|² = A²/[16k_F⁴u²(u+s)²].

The factors combine as 2·2/16 = 1/4, and u² cancels:

1/τ = [Nme²λ²/(4πħ³ε²k_F⁴)] I(s),

I(s) = ∫₀¹ du/[(u+s)²√(1−u²)].

To integrate, note I = −dJ/ds with J = ∫₀¹ du/[(u+s)√(1−u²)]. Put u = cos φ and then t = tan(φ/2):

J = ∫₀^{π/2} dφ/(s+cos φ) = ∫₀¹ 2dt/[(s+1)+(s−1)t²].

For s < 1 this is [2/√(1−s²)] artanh√((1−s)/(1+s)). Since tanh²(x/2) = (cosh x−1)/(cosh x+1), it equals arccosh(1/s)/√(1−s²). For s > 1 the corresponding identity for tan²(x/2) gives arccos(1/s)/√(s²−1). The derivatives of arccosh(1/s) and arccos(1/s) are −1/[s√(1−s²)] and 1/[s√(s²−1)], so

s < 1: I = 1/[s(1−s²)] − s arccosh(1/s)/(1−s²)^{3/2},

s > 1: I = s arccos(1/s)/(s²−1)^{3/2} − 1/[s(s²−1)].

At s = 1 the same substitution gives I = ∫₀¹ (1+t²)/2 dt = 2/3.

**5. Two limits and a divergence**

For s ≫ 1, I → π/(2s²), which returns the rate of part 1 and μ ∝ n. For s ≪ 1, I → 1/s, and

1/τ → Nme²λ²/(2πħ³ε²k_F³q_TF), so μ ∝ n^{3/2}.

Both density laws hold N, f and the material parameters fixed. The first limit needs caution: s = 1/(a_B k_F), where a_B = 4πεħ²/(me²), so large s means a dilute gas with strong interactions, where mean-field response is uncontrolled.

Without screening, s = 0 and the integrand behaves as 1/u² at small angle: the Born transport rate diverges. Screening makes it finite. The rate without the weight 1−cos θ still diverges, since its integrand keeps a factor 1/u² when s > 0. The long tail deflects many electrons through very small angles, which hardly relax the current.

**6. When Born order holds**

The tail ħ²f/(mcr) defines a coupling, its strength times m/(ħ²k_F):

η = f/(ck_F).

For s of order one or larger, Born order needs η ≪ 1. For weak screening the condition is milder, because the deflection inside 1/q_TF is only about 2πηs: at s = 0.02 and η = 1 the exact rate exceeds the Born rate by about 12 %. Beyond Born order, use partial waves of angular momentum l with phase shifts δ_l. In two dimensions

dσ/dθ = (2/πk)|∑ exp(iδ_l) sin δ_l exp(ilθ)|².

Weighting with 1−cos θ couples only equal and neighbouring l. The identity sin²(a−b) = sin²a + sin²b − 2 sin a sin b cos(a−b) then gives

σ_tr = (2/k) ∑ sin²(δ_l − δ_{l+1}), 1/τ = N(ħk/m)σ_tr,

summed over all integers l. Solving the radial Schrödinger equation with U(r) tests the Born formula independently. At the k_F of the example below, the average of the phase-shift rates for f = +0.01 and −0.01 is 1.002 times the Born rate. Averaging over the sign removes the first correction, which is odd in f.

**7. Worked example**

Take round values in the rough regime of a gallium nitride transistor channel: m = 0.20 electron masses, relative permittivity 9.0, n = 1.0×10¹³ cm⁻², N = 1.0×10¹⁰ cm⁻², c = 0.50 nm and f = 0.10. Then k_F = 0.793 nm⁻¹, the Fermi energy is E_F = 0.120 eV, q_TF = 0.840 nm⁻¹ and

s = 0.840/(2×0.793) = 0.530, I(s) = 1.54.

Neither limit applies. With A = 0.402 eV, ħ²/m = 2E_F/k_F² = 0.381 eV nm² and N = 10⁻⁴ nm⁻²,

1/τ = NA²I/[4πħ(ħ²/m)k_F⁴]
= (10⁻⁴×0.402²×1.54)/(4π×6.58×10⁻¹⁶×0.381×0.793⁴) s⁻¹
= 2.0×10¹⁰ s⁻¹.

So τ = 50 ps and μ = eτ/m = 4.4×10⁵ cm²/Vs, or 44 m²/Vs. The local density exponent of the mobility is 1.38, between the limits 1 and 3/2. The strong-screening formula would give a rate larger by π/(2s²I) = 3.6, because it replaces u+s by s.

The phase-shift rates for a repulsive line with the U(r) of part 3, relative to Born order, are:

f = 0.1: η = 0.25, ratio 1.23
f = 0.3: η = 0.76, ratio 1.19
f = 1.0: η = 2.52, ratio 0.45

The correction is not monotonic: Born order underestimates the rate at the two lower occupancies and overestimates it at full occupancy. The value at full occupancy can be understood from the tail alone. A pure 1/r potential in two dimensions has σ_tr = (2π/k)η tanh(πη), which is the strong-screening Born value times tanh(πη)/(πη), and 3.6×tanh(πη)/(πη) ≈ 0.46 at η = 2.52. I have no simple derivation of the excess at lower occupancy. With the true response above 2k_F the ratio at f = 0.1 becomes 1.21 and the other two are unchanged. At f = 1 the potential itself is also doubtful. Its tail equals E_F at r = A/(2πq_TF E_F) ≈ 6 nm, and inside that radius linear screening removes more electrons than are present. At f = 0.1 the U(r) of part 3, which is weaker than its tail formula at short range, exceeds E_F only within 0.25 nm, and a first-order estimate of the effect of this core on the rate is 1.5 %. The over-depletion in this core comes from keeping D constant above 2k_F. With the weaker true response, U exceeds E_F out to a slightly larger radius, about 0.29 nm, but linear screening removes at most about 70 % of the local electron density.

**8. A line of separate charges**

At f = 0.1 the filled sites are c/f = 5 nm apart on average, not far below the Fermi wavelength 2π/k_F ≈ 8 nm. The smooth line is then itself an approximation. Suppose the sites are filled at random. The variance of the bare energy at the sheet is f(1−f) times the sum over sites of the squared single-charge energy. For qc small the sum is an integral, with ∫dz exp(−2q|z|) = 1/q:

variance = [f(1−f)/c](e²/ε)²/(4q³).

Relative to the smooth part (e²f/εcq²)² this is

(1−f)cq/(4f) = [(1−f)/(4η)](q/k_F).

Screening multiplies both parts alike. Since q = 2k_F u, the rate increases by the fraction

[(1−f)/(2η)] (J − sI)/I,

because ∫u du/[(u+s)²√(1−u²)] = J − sI. Here J = 1.47, and the fraction is 1.78×0.43 ≈ 0.8. Random filling thus nearly doubles the Born rate of a thin sheet; for the layer of finite thickness in part 9 the added fraction is about 0.5. Repulsion between trapped electrons favours more even spacing, which would reduce this figure.

For random filling with f well below 1 and s of order one, as in the example, the two requirements conflict: Born order wants η ≪ 1, while a smooth line wants η ≫ 1/4. For s ≪ 1 the factor (J − sI)/I is small and the Born condition is milder, so both can hold together. The formula gives the scale of the rate and its proportionality to N, not a result good to a few per cent. The added fraction itself varies with n, so the density exponent of part 7 belongs to the smooth line only.

**9. Other neglected effects**

Each factor below multiplies the simple Born rate of the example, with the other settings held fixed.

Layer thickness gives 1.71. For a Fang–Howard profile, |χ|² ∝ z²exp(−bz), the mean depth is 2.3 nm. The bare energy does not depend on z, so its matrix element is unchanged, but a spread-out layer screens less.

Exchange in the screening, estimated with the Hubbard factor, gives 1.35. Ending the line 20 nm above the sheet and 1000 nm below it gives 0.94, with dielectric images at the surface left out. These three effects together give 2.0.

Nonparabolicity, with a rough gap of 3.4 eV, raises the mass by the fraction 2E_F/(3.4 eV) = 7 %. The rate changes by the factor 0.98, since the heavier mass also strengthens screening.

Thermal occupation and thermal screening at 300 K give 0.86 for 1/⟨τ⟩, the average that applies when the lines act alone. When a larger, energy-independent rate dominates, the lines add ⟨1/τ⟩ instead, and the factor is about 1.08.

Edge dislocations also scatter through their strain. The dilation around an edge line varies as sin φ/r, with φ now the polar angle about the line. It is odd under r → −r, so its transform is imaginary, while that of the charge is real; in Born order the two rates add without interference. With a deformation potential of 8 eV, a Burgers length of 0.32 nm and a Poisson ratio of 0.30, all rough, the strain rate is 4.8 times the charge rate if every line is of edge type. Its mobility limit in Born order is 9.2×10⁴ cm²/Vs. That order is only rough here: the unscreened strain energy has magnitude (0.23 eV nm)|sin φ|/r, and its strength times m/(ħ²k_F) is about 0.8. With the values chosen, the strain matters more than the charge at this low occupancy. The Born charge rate grows as f² while the strain rate does not depend on f, so at f = 1 the ratio of the Born rates would be about 0.05.

**10. Beside a real channel**

The mass, permittivity and electron density are rough values for a gallium nitride channel. At this density the Fermi level lies near the second subband, which the model leaves out; a simple Hartree well puts roughly a tenth of the electrons in higher subbands at 300 K. The line density was chosen high, and the occupancy is uncertain; f = 0.1 was chosen to keep the coupling modest. A room-temperature channel mobility is roughly 2000 cm²/Vs, limited largely by polar optical phonons. If rates add, the charged lines of the example supply 2000/(4.4×10⁵) ≈ 0.5 % of the total. The assumptions that real channels break most clearly are the thin sheet and the smooth line, each worth up to a factor of nearly two here; together they raise the share of the charge to about 1.2 %, or 1.4 % with exchange. In Born order, strain adds about 2000/(9.2×10⁴) ≈ 2 % in the thin-sheet model if every line is of edge type, and about 4 % once layer thickness is included, because a spread-out layer screens the strain less as well. Since Born order is only rough for the strain, these figures give its scale. At f = 1 the phase-shift mobility is 4.4×10³/0.45 ≈ 1×10⁴ cm²/Vs, a share near 20 %, but that figure rests on linear screening where it fails. At the line density and low occupancy of the example, then, and if every line is of edge type, removing the lines would raise the room-temperature mobility by a few per cent. The strain part is uncertain: in Born order it grows as the square of the deformation potential, so halving that rough value would divide it by four. At low temperature, where phonon scattering weakens, the lines can take a larger share.

The numerical output below lists the main values used here.

Values computed for the example and the checks

```
effective mass           0.20 m_e
relative permittivity    9.0
electron density         1.0e+13 cm^-2
line density             1.0e+10 cm^-2
site spacing             0.50 nm
occupancy f              0.10
Fermi wavenumber         0.7927 nm^-1
Fermi energy             0.1197 eV
screening wavenumber     0.8399 nm^-1
s = qTF/(2kF)            0.5298
I(s)                     1.5391
e*lambda/eps             0.4021 eV
relaxation rate          2.0003e+10 s^-1
relaxation time          49.99 ps
mobility, lines only     4.3964e+05 cm^2/Vs
mean free path           22938 nm
mean line spacing        100 nm
density exponent of mobility  1.380
weak-coupling phase-shift/Born ratio 1.0017
f=0.1: tail coupling eta 0.252
  Born mobility          4.396e+05 cm^2/Vs
  phase-shift/Born rate  1.225
f=0.3: tail coupling eta 0.757
  Born mobility          4.885e+04 cm^2/Vs
  phase-shift/Born rate  1.194
f=1.0: tail coupling eta 2.523
  Born mobility          4.396e+03 cm^2/Vs
  phase-shift/Born rate  0.451
neglected effects, rate relative to the simple formula:
  layer thickness        1.712
  mean layer depth       2.31 nm
  exchange in screening  1.349
  line ends              0.942
  length above, below    20, 1000 nm
  these three together   2.006
  nonparabolic mass      0.983
  band gap used (rough)  3.4 eV
  depleted core          1.015
  core radius            0.246 nm
  excess removed charge  0.0045 electrons
  temperature 300 K      0.857
  edge strain, separate  4.774
  deformation potential (rough) 8.0 eV
  Burgers length (rough) 0.32 nm
  Poisson ratio (rough)  0.30
strain-limited mobility  9.209e+04 cm^2/Vs
rough channel mobility   2000 cm^2/Vs
share of rate from lines 0.45 %
```
